# Debye Screening of the Direct Auger Matrix Element at Threshold: a numerical check

```python
"""
Result under test: static Debye screening multiplies the squared direct
Auger matrix element (two electrons, one hole) at threshold by
    R = [q^2 / (q^2 + kappa^2)]^2,
    q^2 = (2 m_c E_g / hbar^2) (1 + mu) / (1 + 2 mu),   mu = m_c / m_v,
    kappa^2 = 2 n e^2 / (eps0 eps_r k_B T).
E_g: gap; m_c, m_v: electron and hole masses; n: density of pairs;
q: momentum transfer / hbar; kappa: inverse Debye length.
The program also computes the finite-temperature Lindhard response chi(q, w)
of both carrier types, to judge whether static screening is justified.
Internal units: eV, nm, volt; masses in free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize

gap, m_c, m_v, eps_r = 0.8, 0.045, 0.45, 12.0
density_cm3, temperature = 1e18, 300.0
density = density_cm3 * 1e-21                       # nm^-3
kT = const.k * temperature / const.e                # eV
HB2 = const.hbar**2 / const.m_e / const.e * 1e18    # hbar^2/m0, eV nm^2
E2 = const.e / const.epsilon_0 * 1e9                # e^2/eps0, eV nm
mu = m_c / m_v

# ---------- derived formulas ----------
q = np.sqrt(2 * m_c * gap / HB2 * (1 + mu) / (1 + 2 * mu))
E_threshold = gap * mu / (1 + mu)
E_transfer = gap * (1 + mu / (1 + 2 * mu))
kappa2 = 2 * density * E2 / (eps_r * kT)
kappa = np.sqrt(kappa2)


def factor(screening_ratio):
    """Squared-element factor for a given (screening term)/(q^2)."""
    return 1 / abs(1 + screening_ratio)**2


R_debye = factor(kappa2 / q**2)


# ---------- threshold by constrained minimization ----------
def find_threshold(alpha):
    """Conduction dispersion e(1 + alpha e) = hbar^2 k^2 / (2 m_c)."""
    def electron(k):
        t = HB2 * (k @ k) / (2 * m_c)
        if alpha == 0:
            return t
        return (np.sqrt(1 + 4 * alpha * t) - 1) / (2 * alpha)

    def initial_energy(x):
        k1, k2, kh = x.reshape(3, 3)
        return electron(k1) + electron(k2) + HB2 * (kh @ kh) / (2 * m_v)

    def imbalance(x):
        return gap + initial_energy(x) - electron(x.reshape(3, 3).sum(axis=0))

    rng = np.random.default_rng(4)
    found = []
    for _ in range(10):
        start = rng.normal(0, 0.2, 9)
        direction = rng.normal(size=3)
        start[6:] += direction / np.linalg.norm(direction)
        sol = minimize(initial_energy, start, method="SLSQP",
                       constraints={"type": "eq", "fun": imbalance},
                       options={"ftol": 1e-13, "maxiter": 500})
        if abs(imbalance(sol.x)) < 1e-8:
            found.append((sol.fun, sol.x))
    assert found
    energy, x = min(found, key=lambda item: item[0])
    k1, k2, kh = x.reshape(3, 3)
    transfer = electron(k1 + k2 + kh) - electron(k2)
    return (energy, np.linalg.norm(k1), np.linalg.norm(kh),
            np.linalg.norm(k1 + kh), np.linalg.norm(k2 + kh),
            transfer, electron(k1))


E_num, k1_num, kh_num, q_dir, q_exch, w_num, _ = find_threshold(0.0)
assert abs(E_num / E_threshold - 1) < 1e-5
assert abs(q_dir / q - 1) < 1e-3 and abs(q_exch / q - 1) < 1e-3
assert abs(w_num / E_transfer - 1) < 1e-3

alpha = 1 / gap
E_np, k1_np, kh_np, q_np, q_np_exch, w_np, e1_np = find_threshold(alpha)
velocity_electron = k1_np / (m_c * (1 + 2 * alpha * e1_np))
assert abs(velocity_electron / (kh_np / m_v) - 1) < 5e-3
assert abs(q_np / q_np_exch - 1) < 5e-3

# ---------- Debye length from the nonlinear Poisson-Boltzmann equation ------
phi0 = 1e-4                                         # weak potential, volt


def poisson_boltzmann(r, y):
    """y[0] = r * phi / phi0; electrons and holes both respond."""
    phi = phi0 * y[0] / r
    excess = density * (np.exp(phi / kT) - np.exp(-phi / kT))
    return np.vstack((y[1], r * E2 / eps_r * excess / phi0))


r_grid = np.linspace(1, 40, 400)
guess = np.exp(-(r_grid - 1) / 5)
pb = solve_bvp(poisson_boltzmann, lambda a, b: np.array([a[0] - 1, b[0]]),
               r_grid, np.vstack((guess, -guess / 5)), tol=1e-7,
               max_nodes=20000)
assert pb.success
kappa_num = np.log(pb.sol(2.0)[0] / pb.sol(6.0)[0]) / 4
assert abs(kappa_num / kappa - 1) < 1e-4


# ---------- Coulomb factor from Fourier quadrature ----------
def yukawa_transform(decay):
    value = quad(lambda r: np.exp(-decay * r), 0, np.inf, weight="sin",
                 wvar=q, limlst=1000)[0]
    return 4 * np.pi / q * value


# the bare potential needs a weak convergence factor: relative error ~1e-4
R_num = (yukawa_transform(kappa) / yukawa_transform(0.01))**2
assert abs(R_num / R_debye - 1) < 1e-3


# ---------- finite-temperature Lindhard response ----------
def line_density(k, mass, chem):
    """Occupation integrated over the two transverse wave vectors."""
    x = (chem - HB2 * k**2 / (2 * mass)) / kT
    return mass * kT / HB2 / (2 * np.pi**2) * np.logaddexp(0, x)


def k_cut(mass, chem):
    return np.sqrt(2 * mass * (max(chem, 0) + 40 * kT) / HB2)


def total_density(mass, chem):
    top = k_cut(mass, chem)
    step = 2 * top / 8000
    k = -top + (np.arange(8000) + 0.5) * step
    return line_density(k, mass, chem).sum() * step


def chemical_potential(mass, n):
    return brentq(lambda c: total_density(mass, c) / n - 1, -1.0, 1.0,
                  xtol=1e-13)


def lindhard(wave, energy, mass, chem):
    """Retarded density response in 1/(eV nm^3)."""
    def pole_integral(a):
        top = abs(a) + k_cut(mass, chem)
        step = top / 40000
        s = (np.arange(40000) + 0.5) * step
        diff = line_density(a - s, mass, chem) - line_density(a + s, mass, chem)
        return (diff / s).sum() * step - 1j * np.pi * line_density(a, mass, chem)
    recoil = HB2 * wave**2 / (2 * mass)
    scale = mass / (HB2 * wave)
    return scale * (pole_integral(scale * (energy - recoil))
                    - pole_integral(scale * (energy + recoil)))


chem_e = chemical_potential(m_c, density)
chem_h = chemical_potential(m_v, density)
compress = []
for mass, chem in ((m_c, chem_e), (m_v, chem_h)):
    h = 1e-4
    slope = (total_density(mass, chem + h) - total_density(mass, chem - h)) / (2 * h)
    compress.append(slope)
    small_q = lindhard(1e-3, 0.0, mass, chem)
    assert abs(-small_q.real / slope - 1) < 1e-3
    dilute = 1e-8
    chi_dilute = lindhard(1e-3, 0.0, mass, chemical_potential(mass, dilute))
    assert abs(-chi_dilute.real * kT / dilute - 1) < 1e-3


def brute_force(mass, chem, broadening):
    """Direct momentum-space integral with a finite level broadening."""
    nk, nc = 300, 4000
    dk = k_cut(mass, chem) / nk
    c = -1 + (np.arange(nc) + 0.5) * 2 / nc
    recoil = HB2 * q**2 / (2 * mass)
    total = 0j
    for k in (np.arange(nk) + 0.5) * dk:
        occupied = 1 / (1 + np.exp((HB2 * k**2 / (2 * mass) - chem) / kT))
        jump = recoil + HB2 * q * k * c / mass
        z = E_transfer + 1j * broadening
        total += k**2 * occupied * (1 / (z - jump) - 1 / (z + jump)).sum()
    return total * dk * (2 / nc) / (2 * np.pi**2)


chi_e = lindhard(q, E_transfer, m_c, chem_e)
chi_h = lindhard(q, E_transfer, m_v, chem_h)
for mass, chem, chi in ((m_c, chem_e, chi_e), (m_v, chem_h, chi_h)):
    extrapolated = 2 * brute_force(mass, chem, 1e-3) - brute_force(mass, chem, 2e-3)
    assert abs(extrapolated - chi) < 0.01 * abs(chi)

# the ejected electron's own transition lies in the pair continuum
k_resonant = m_c / (HB2 * q) * (E_transfer - HB2 * q**2 / (2 * m_c))
assert abs(k_resonant / k1_num - 1) < 5e-3

# ---------- successive corrections to static Debye screening ----------
V_q = E2 / (eps_r * q**2)
kappa2_fermi = E2 / eps_r * sum(compress)
R_fermi = factor(kappa2_fermi / q**2)
static_e = -V_q * lindhard(q, 0.0, m_c, chem_e).real
static_h = -V_q * lindhard(q, 0.0, m_v, chem_h).real
R_static = factor(static_e + static_h)
relative_eps = 1 - V_q * (chi_e + chi_h)
R_dynamic = 1 / abs(relative_eps)**2
plasma = np.sqrt(E2 / eps_r * density * HB2 * (1 / m_c + 1 / m_v))
R_nonpar = factor(kappa2 / q_np**2)
R_hot = factor(kappa2 * temperature / 360.0 / q**2)
R_eps10 = factor(kappa2 * eps_r / 10.0 / q**2)
assert R_debye < R_fermi < R_static < 1
assert abs(R_dynamic - 1) < 0.01
assert E_transfer > 5 * plasma


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("gap", gap, "eV")
show("electron mass", m_c, "m0")
show("hole mass", m_v, "m0")
show("background permittivity", eps_r)
show("pair density", density_cm3, "cm^-3")
show("temperature", temperature, "K")
show("thermal energy kT", kT, "eV")
show("mass ratio mu", mu)
show("threshold kinetic energy", E_threshold, "eV")
show("threshold energy, minimized", E_num, "eV")
show("initial electron wave vector", k1_num, "nm^-1")
show("hole wave vector", kh_num, "nm^-1")
show("momentum transfer q", q, "nm^-1")
show("q, minimized", q_dir, "nm^-1")
show("energy transfer", E_transfer, "eV")
show("inverse Debye length kappa", kappa, "nm^-1")
show("kappa, Poisson-Boltzmann", kappa_num, "nm^-1")
show("Debye length", 1 / kappa, "nm")
show("kappa^2/q^2", kappa2 / q**2)
show("Debye factor R", R_debye)
show("R, Fourier quadrature", R_num)
show("Debye reduction", 100 * (1 - R_debye), "%", 3)
show("electron chemical potential above band edge", chem_e, "eV")
show("hole chemical potential above band edge", chem_h, "eV")
show("electron compressibility / (n/kT)", compress[0] * kT / density)
show("hole compressibility / (n/kT)", compress[1] * kT / density)
show("kappa^2/q^2 with Fermi statistics", kappa2_fermi / q**2)
show("reduction with Fermi statistics", 100 * (1 - R_fermi), "%", 3)
show("static finite-q electron term", static_e)
show("static finite-q hole term", static_h)
show("reduction, static finite-q", 100 * (1 - R_static), "%", 3)
show("plasma energy", plasma, "eV")
show("energy transfer / plasma energy", E_transfer / plasma)
show("dynamic relative permittivity, real part", relative_eps.real, "", 5)
show("dynamic relative permittivity, imaginary part", relative_eps.imag)
show("dynamic factor", R_dynamic, "", 5)
show("dynamic change of squared element", 100 * (R_dynamic - 1), "%", 2)
show("nonparabolic threshold energy", E_np, "eV")
show("nonparabolic momentum transfer", q_np, "nm^-1")
show("Debye reduction, nonparabolic", 100 * (1 - R_nonpar), "%", 3)
show("Debye reduction at 360 K", 100 * (1 - R_hot), "%", 3)
show("Debye reduction, permittivity 10", 100 * (1 - R_eps10), "%", 3)
print("success")
```

Running it gives:

```
gap: 0.8 eV
electron mass: 0.045 m0
hole mass: 0.45 m0
background permittivity: 12
pair density: 1e+18 cm^-3
temperature: 300 K
thermal energy kT: 0.02585 eV
mass ratio mu: 0.1
threshold kinetic energy: 0.07273 eV
threshold energy, minimized: 0.07273 eV
initial electron wave vector: 0.08461 nm^-1
hole wave vector: 0.8461 nm^-1
momentum transfer q: 0.9307 nm^-1
q, minimized: 0.9307 nm^-1
energy transfer: 0.8667 eV
inverse Debye length kappa: 0.3416 nm^-1
kappa, Poisson-Boltzmann: 0.3416 nm^-1
Debye length: 2.928 nm
kappa^2/q^2: 0.1347
Debye factor R: 0.7767
R, Fourier quadrature: 0.7769
Debye reduction: 22.3 %
electron chemical potential above band edge: 0.07312 eV
hole chemical potential above band edge: -0.05114 eV
electron compressibility / (n/kT): 0.429
hole compressibility / (n/kT): 0.9556
kappa^2/q^2 with Fermi statistics: 0.09324
reduction with Fermi statistics: 16.3 %
static finite-q electron term: 0.005649
static finite-q hole term: 0.04228
reduction, static finite-q: 8.94 %
plasma energy: 0.053 eV
energy transfer / plasma energy: 16.35
dynamic relative permittivity, real part: 0.99823
dynamic relative permittivity, imaginary part: 0.007156
dynamic factor: 1.0035
dynamic change of squared element: 0.35 %
nonparabolic threshold energy: 0.1816 eV
nonparabolic momentum transfer: 1.468 nm^-1
Debye reduction, nonparabolic: 10 %
Debye reduction at 360 K: 19.2 %
Debye reduction, permittivity 10: 25.9 %
success
```
